# Uncorrelated Terrace-Width Fluctuations of a Stable Step Train with Independent Noise

## Result

Number the steps of a vicinal surface so that step $n$, at position $x_n$, advances towards $+x$, which is downhill. Terrace $n$, of width $w_n=x_{n+1}-x_n$, is the lower terrace in front of step $n$. The mean width is $l$.

**Theorem.** Let the steps obey
$$\frac{dx_n}{dt}=\frac F2\left[(1+b)w_n+(1-b)w_{n-1}\right]+\eta_n,\qquad \langle\eta_n(t)\eta_m(t')\rangle=2D\,\delta_{nm}\,\delta(t-t'),\tag{1}$$
with $\langle\eta_n\rangle=0$, $F>0$ and $0<b\le1$. An infinite train that starts with equal terraces tends to a stationary state in which
$$\langle (w_n-l)(w_m-l)\rangle=\frac{2D}{bF}\,\delta_{nm}.\tag{2}$$

Here $F$ is the flux in layers per unit time, so $Fw$ is a velocity, and $D$ is a diffusivity: noise alone would give a step the mean square displacement $2Dt$. Read as an exact capture law, (1) says that step $n$ collects the fraction $(1+b)/2$ of the atoms landing on the terrace in front and $(1-b)/2$ of those landing on the terrace behind. Positive $b$ therefore means that atoms prefer the ascending step that bounds their terrace.

Equation (2) concerns equal times. The variance diverges as $b\to0^+$, but this is a property of the stationary value: the time needed to reach it diverges too. The linear law allows steps to cross, so the result describes a surface while the standard deviation is well below $l$, that is, while $b\gg 2D/(Fl^2)$.

## Proof

**Lemma 1 (modes).** Let $u_n=w_n-l$ on a ring of $N$ terraces, and let $\hat u_k=N^{-1/2}\sum_n u_ne^{-ikn}$ with $k=2\pi j/N$. Then $d\hat u_k/dt=\lambda_k\hat u_k+\xi_k$, where
$$\lambda_k=-bF(1-\cos k)+iF\sin k,\tag{3}$$
$$\langle\xi_k(t)\xi_q^*(t')\rangle=4D(1-\cos k)\,\delta_{kq}\,\delta(t-t').\tag{4}$$

*Proof.* Subtract (1) for step $n$ from (1) for step $n+1$:
$$\frac{dw_n}{dt}=\frac F2\left[(1+b)w_{n+1}+(1-b)w_n-(1+b)w_n-(1-b)w_{n-1}\right]+\eta_{n+1}-\eta_n .$$
The two terms in $w_n$ add to $-2bw_n$. The coefficients in the bracket sum to $(1+b)-2b-(1-b)=0$, so the constant $l$ drops out:
$$\frac{du_n}{dt}=\frac F2\left[(1+b)u_{n+1}-2bu_n-(1-b)u_{n-1}\right]+\eta_{n+1}-\eta_n.$$
In Fourier space a shift $n\to n\pm1$ becomes a factor $e^{\pm ik}$. Hence
$$\lambda_k=F\left[\frac{e^{ik}-e^{-ik}}2+b\,\frac{e^{ik}+e^{-ik}}2-b\right]=F\left[i\sin k+b\cos k-b\right],$$
which is (3). The noise is $\xi_k=(e^{ik}-1)\hat\eta_k$. The $\hat\eta_k$ are uncorrelated for different $k$ and have strength $2D$, because the transform is unitary. With $|e^{ik}-1|^2=2-2\cos k$, (4) follows. ∎

**Lemma 2 (spectrum).** From a uniform start,
$$S_k(t)=\langle|\hat u_k|^2\rangle=\frac{2D}{bF}\left[1-e^{-2bFt(1-\cos k)}\right].\tag{5}$$

*Proof.* The solution is $\hat u_k(t)=\int_0^te^{\lambda_k(t-s)}\xi_k(s)\,ds$. Multiply it by its conjugate and average with (4). The delta function removes one integral, and the imaginary part of $\lambda_k$ cancels in the modulus:
$$S_k(t)=4D(1-\cos k)\int_0^te^{-2bF(1-\cos k)s}\,ds .$$
For $k\ne0$ the integral is $[1-e^{-2bFt(1-\cos k)}]/[2bF(1-\cos k)]$, and the factor $1-\cos k$ cancels. For $k=0$ both sides of (5) vanish. ∎

*Proof of the theorem.* Different modes are uncorrelated, so the covariance at separation $m$ is $C_m(t)=N^{-1}\sum_kS_k(t)e^{ikm}$. As $N\to\infty$ the sum becomes an integral over $k$. The odd part vanishes, and with
$$I_m(z)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{z\cos k}\cos(mk)\,dk,\qquad z=2bFt,$$
one finds
$$C_m(t)=\frac{2D}{bF}\left[\delta_{m0}-e^{-z}I_m(z)\right].\tag{6}$$
For large $z$ the integrand of $e^{-z}I_m$ is concentrated near $k=0$, where it is close to $e^{-zk^2/2}$. Therefore $e^{-z}I_m(z)\simeq1/\sqrt{2\pi z}\to0$, which leaves (2). ∎

**Why the spectrum is flat.** A long-wavelength mode is damped weakly, because neighbouring terraces are nearly equal. It is also driven weakly, because the displacement of one step widens one terrace at the expense of the next. Both effects carry the factor $1-\cos k$. As a consequence, the distance between steps $n$ and $n+m$ is a sum of $m$ uncorrelated widths and has variance $2Dm/(bF)$.

**Finite ring.** The total width is fixed, so the mode $k=0$ is absent. At long times
$$C_m=\frac{2D}{bF}\,\frac1N\sum_{k\ne0}e^{ikm}=\frac{2D}{bF}\left(\delta_{m0}-\frac1N\right).\tag{7}$$
The neighbour correlation coefficient is then $-1/(N-1)$. This was tested by solving the stationary covariance equation, built directly from (1), for $N=24$ and $b=0.05$, $0.3$ and $1$. The largest deviation from (7) was $6\times10^{-15}$ of $2D/(bF)$.

**Different times.** Widths at different times are correlated. In the stationary state $\langle u_{n+m}(t+\tau)u_n(t)\rangle$ equals $2D/(bF)$ times the average of $e^{ikm+\lambda_k\tau}$ over $k$. For $b=1$, $\lambda_k=F(e^{ik}-1)$. Expanding the exponential in powers of $e^{ik}$ leaves the term with $m=-j$:
$$\langle u_{n-j}(t+\tau)u_n(t)\rangle=\frac{2D}F\,e^{-F\tau}\frac{(F\tau)^j}{j!},\qquad j\ge0 .$$
A fluctuation passes on average to one lower index per deposited layer. Since each step advances by $l$ per layer on average, the fluctuation stays on average at the same place on the surface.

## Approach to the stationary state, and the limit of zero asymmetry

By (6) the variance approaches its limit slowly, with a relative deficit close to $1/\sqrt{2\pi z}$. It reaches 90% of the limit at $z=16.2$, after $z/(2b)=8.1/b$ layers.

**Corollary.** At $b=0$ there is no stationary state: the variance of a width is $4Dt$ and the covariance of neighbours is $-2Dt$.

*Proof.* For small $z$, $e^{-z}I_0(z)=1-z+O(z^2)$ and $e^{-z}I_1(z)=z/2+O(z^2)$. Equation (6) gives $(2D/bF)(2bFt)=4Dt$ and $-(2D/bF)(bFt)=-2Dt$ as $b\to0$. ∎

The value $4Dt$ is that of two steps diffusing independently. The remaining drift, $iF\sin k$, moves fluctuations along the train without damping them.

For $b<0$ the integral in Lemma 2 still holds, now with a growing exponential, and the variance becomes
$$\frac{2D}{|b|F}\left[e^{|z|}I_0(|z|)-1\right].$$
The fastest mode is $k=\pi$, in which wide and narrow terraces alternate; its amplitude grows at the rate $2|b|F$. This is the start of step pairing.

A ring of 40 terraces with $F=0.7$ layers/s and $D=0.3\ \mathrm{nm^2/s}$ shows the three cases after 10 s. The variance is $2.28\ \mathrm{nm^2}$ for $b=0.3$, against a stationary value of $0.6/0.21=2.86\ \mathrm{nm^2}$ for an infinite train, or $2.79\ \mathrm{nm^2}$ for this ring by (7). It is $12\ \mathrm{nm^2}=4Dt$ for $b=0$, and $2558\ \mathrm{nm^2}$ for $b=-0.3$. These values, obtained by propagating the covariance matrix, agree with the formulas.

## The role of independence

**Proposition 1.** Suppose that the noise instead transfers atoms across terraces, $\eta_n=\zeta_{n-1}-\zeta_n$, with independent $\zeta_n$ of strength $2E$. The stationary variance is then $4E/(bF)$, and neighbouring widths have correlation coefficient $-1/2$.

*Proof.* The noise on a width is $\eta_{n+1}-\eta_n=2\zeta_n-\zeta_{n+1}-\zeta_{n-1}$, with Fourier factor $2(1-\cos k)$. Its strength is $2E\cdot4(1-\cos k)^2$. Division by twice the damping rate, $2bF(1-\cos k)$, gives
$$S_k=\frac{4E}{bF}(1-\cos k)=\frac{4E}{bF}\left[1-\tfrac12e^{ik}-\tfrac12e^{-ik}\right].$$
The coefficients are the covariances at separations 0 and $\pm1$. ∎

Uncorrelated widths thus require more than stability: the noise on different steps must be uncorrelated, apart from any part common to all steps, which leaves the widths unchanged. If both kinds of noise act and are independent of each other, their variances add.

## Where $b$ and $D$ come from

**Proposition 2.** Let every adatom that reaches the ascending step stick there, and let a hop down over the descending edge be slower than a terrace hop by $s=e^{-E_s/kT}$. Without evaporation, in the continuum limit $a\ll l,d$, and to first order in the width fluctuations,
$$b=\left(\frac d{l+d}\right)^2,\qquad d=a\left(e^{E_s/kT}-1\right),\tag{8}$$
where $a$ is the atomic spacing and $E_s$ the extra barrier at the edge.

*Proof.* Let $p_i$ be the probability that an atom on site $i=1,\dots,M$ ends at the ascending step, site 0. Inside the terrace $p_i$ is the mean of its neighbours, so $p_i=1-gi$. At the last site $(1+s)p_M=p_{M-1}$, hence $g=p_{M-1}-p_M=sp_M=s(1-gM)$ and $1/g=M+1/s$. With $w=(M+1)a$ this reads $a/g=w+d$, so at distance $x$ from the ascending step
$$p(x)=1-\frac x{w+d}=\frac{w-x+d}{w+d}.$$
In the continuum limit the sum over landing sites becomes an integral. The ascending step then collects, in units of velocity,
$$f_+(w)=F\int_0^wp\,dx=F\left[w-\frac{w^2}{2(w+d)}\right],$$
and the descending one collects $f_-(w)=Fw-f_+(w)=Fw^2/[2(w+d)]$. Their sum has slope $F$. Their difference is
$$f_+-f_-=F\left[w-\frac{w^2}{w+d}\right]=\frac{Fwd}{w+d},$$
with slope $Fd^2/(w+d)^2$. Setting this equal to $bF$ at $w=l$ gives (8) and $f_\pm'(l)=F(1\pm b)/2$. Since $f_+(l)+f_-(l)=Fl$, the linearized velocity $f_+(w_n)+f_-(w_{n-1})$ is the drift in (1). ∎

Keeping the sum over sites gives $f_-=Fw(w-a)/[2(w+d)]$ and hence $b=d(d+a)/(l+d)^2$. This is larger than (8) by the factor $1+a/d=1/(1-s)$, which matters when the edge barrier is small.

Here $(1\pm b)/2$ are the shares of the additional atoms collected when a terrace widens slightly. The share of all atoms that reaches the ascending step is $f_+(l)/(Fl)=(l+2d)/[2(l+d)]$, which is larger than $(1+b)/2$.

**Proposition 3.** For straight step segments of length $L$ and area $\Omega$ per site, random deposition gives, to leading order in the width fluctuations,
$$2D=\frac{Fl\Omega}L,\qquad \langle u_n^2\rangle=\frac{l\Omega}{bL}.\tag{9}$$

*Proof.* Atoms land as a Poisson process, and each goes to one of two steps by its own random walk. Random sorting of a Poisson process gives independent Poisson processes, so the steps receive independent noise. A step gains atoms at the mean rate $FlL/\Omega$, and each atom advances its mean position by $\Omega/L$. The variance therefore grows at the rate $(FlL/\Omega)(\Omega/L)^2=Fl\Omega/L$. Equation (2) gives the second formula. ∎

The flux cancels: faster growth brings more noise and equally faster damping. White noise is a fair description when many atoms arrive within a relaxation time.

A simulation that deposits single atoms at continuous positions and sorts them with $p(x)$ tests the steps from $p(x)$ to (8) and (9) without using (1). It followed 400 rings of 8 terraces for 60 layers and discarded the first 20. Each terrace received on average 100 atoms per layer, and $d/l$ was that of the example below. The variance was $0.01635\,l^2$, against $0.01640\,l^2$ from (7) and (9). The neighbour correlation was $-0.141$, against $-1/7=-0.143$.

## Example: step flow on vicinal Cu(001)

Take rough values, with extra digits kept only so that the arithmetic can be followed: $T=365$ K, $kT=0.03145$ eV, $a=0.2556$ nm, $\Omega=0.06533\ \mathrm{nm^2}$, $l=8.5a=2.173$ nm, $F=0.01$ layers/s, $E_s=0.10$ eV and $L=10$ nm. Then
$$d=0.2556\left(e^{0.10/0.03145}-1\right)=5.89\ \mathrm{nm},\qquad b=\left(\frac{5.89}{8.06}\right)^2=0.53,$$
$$D=\frac{0.01\times2.173\times0.06533}{2\times10}=7.1\times10^{-5}\ \mathrm{nm^2/s},$$
$$\frac{2D}{bF}=\frac{1.42\times10^{-4}}{0.5335\times0.01}=0.0266\ \mathrm{nm^2}.$$
The standard deviation is $0.16$ nm, or 7.5% of $l$. It may be smaller than an atom because it refers to the mean position of a segment, which one atom shifts by $\Omega/L=0.0065$ nm. Reaching 90% of the variance takes 15 layers.

Now lower the edge barrier, holding temperature, flux, $l$ and $L$ fixed. By (9), $D$ is then fixed too.

| $E_s$ (eV) | $b$ | Standard deviation$/l$ | Layers to 90% |
|---|---|---|---|
| 0.10 | 0.534 | 0.075 | 15 |
| 0.06 | 0.162 | 0.136 | 50 |
| 0.04 | 0.054 | 0.236 | 150 |
| 0.02 | 0.009 | 0.58 | 900 |

The standard deviation grows as $b^{-1/2}$ and the waiting time as $b^{-1}$. The table uses the continuum formula (8). Summing over sites instead raises $b$ by 4%, 17%, 39% and 113% from the first row to the last; in the last row the standard deviation falls to $0.40\,l$ and the waiting time to about 420 layers. The linear law is unreliable there in either case, since steps would sometimes meet. If a standard deviation of $l/3$ is taken as the limit, (9) requires $b=9\Omega/(Ll)=0.027$, or $E_s=0.031$ eV by (8) and 0.024 eV with the sum over sites.

## Effects left out, for the same numbers

**Thermal exchange.** Let $D_s=1.96\times10^5\ \mathrm{nm^2/s}$ be the adatom diffusivity and $\theta=2.55\times10^{-8}$ the equilibrium coverage. The steady current between a step that emits adatoms and one that absorbs them is $D_s\theta/[\Omega(l+d)]$ per unit length. Counting both directions and multiplying by $L(\Omega/L)^2$ gives $2E=2D_s\theta\Omega/[(l+d)L]$. By Proposition 1 the added variance, relative to (9), is
$$\frac{4E}{2D}=\frac{4D_s\theta}{Fl(l+d)}=\frac{4\times0.00499}{0.0217\times8.06}=0.11 .$$
The standard deviation rises by 5 to 6%, and neighbouring widths acquire a correlation of $-\tfrac12(0.11/1.11)\approx-0.05$. For $E_s=0.02$ eV the added share is 0.38, the standard deviation rises by 18% and the correlation is $-0.14$.

**Meandering.** Let all steps be displaced by the same small $\zeta(y,t)$ along their length. In a growing terrace the atoms divide at $x_0=f_+(l)/F$, so the mean uphill current is $J=F(x_0-l/2)=Fld/[2(l+d)]$. The height in layers is $h=(\zeta-x)/l$, so the uphill direction tilts by $\partial_y\zeta$ and $J_y=J\,\partial_y\zeta$. Conservation, $\partial_th=-\partial_yJ_y$, gives $\partial_t\zeta=-lJ\,\partial_y^2\zeta$, which is growth at the rate $lJq^2$ for wavenumber $q$.

Step stiffness opposes this. It changes the coverage at a curved step to $\theta(1-\Gamma\,\partial_y^2\zeta)$, and the resulting diffusion current damps the wave at the rate $lD_s\theta\Gamma q^4$. The capillary length $\Gamma=\Omega\tilde\gamma/kT$ contains the stiffness $\tilde\gamma$. Kinks of energy $\varepsilon=0.13$ eV make the step a random walk with mean square displacement $2ae^{-\varepsilon/kT}=kT/\tilde\gamma$ per unit length, so $\Gamma=\Omega e^{\varepsilon/kT}/(2a)=7.97$ nm. The two rates balance at the wavelength
$$2\pi\sqrt{\frac{D_s\theta\Gamma}J}=2\pi\sqrt{\frac{0.00499\times7.97}{0.00793}}\approx14\ \mathrm{nm}.$$
This is a long-wavelength estimate; the full perturbed diffusion problem gives 13.5 nm. With these values a wave of 10 nm decays at $3.9\times10^{-3}$ per second, so a periodic segment of that length stays straight on average, and steps longer than about 13.5 nm meander in this model. The margin is narrow: halving $D_s\theta$ brings the threshold to 9.3 nm, and $\varepsilon=0.11$ eV brings it to 9.6 nm, both below $L$. The continuum stiffness is also stretched here. The equilibrium kink spacing, about $ae^{\varepsilon/kT}/2=8$ nm, is comparable with these wavelengths, and in equilibrium a periodic 10 nm segment has no kink about 70% of the time. The threshold is therefore an order of magnitude only.

**Smaller effects.** By (8), a change of $w$ by one standard deviation changes $b$ by the fraction $2\times0.163/8.06=4\%$. Elastic repulsion with energy $A/w^2$ per unit length, $A=10^{-3}$ eV nm, gives step $n$ the potential $\mu_n=\Omega(2A/w_n^3-2A/w_{n-1}^3)$ per atom. For displacements $\epsilon(-1)^n$ the widths change by $\mp2\epsilon$, so $\mu_n=24A\Omega\epsilon(-1)^n/l^4$. Exchange with both neighbours gives $dx_n/dt=-4\mu_nD_s\theta/[(l+d)kT]$. The damping rate is $96A\Omega D_s\theta/[l^4(l+d)kT]$, which is $5\times10^{-4}$ of the growth damping $2bF$ for $E_s=0.10$ eV; the ratio rises to 0.015 at 0.04 eV and 0.10 at 0.02 eV. For island nucleation, multiply the four hop directions, the hop rate $D_s/a^2$ and the square of the mean coverage, and sum over the sites of a terrace segment. This mean-field estimate gives $3\times10^{-3}$ adatom meetings per layer and terrace segment, or about 0.05 in the 15 layers needed for relaxation. Counting only the first arrival of two adatoms on adjacent lattice sites gives $2\times10^{-3}$ and 0.03. At smaller edge barriers the longer relaxation time outweighs the lower coverage: the first-contact count over that time is about 0.2 at 0.04 eV and 0.9 at 0.02 eV, where nucleation can no longer be assumed negligible.

**The real surface.** The spacing and terrace width suit a copper surface cut a few degrees from (001), and the flux is that of slow evaporation in vacuum. The barriers and the prefactor are rough ($D_s$ and $\theta$ use a hop barrier of 0.40 eV, an adatom energy of 0.55 eV and $10^{12}\ \mathrm{s^{-1}}$). For a change of 0.04 eV the variance is more sensitive to the edge barrier than to these energies: taking 0.06 eV instead of 0.10 eV multiplies it by $0.534/0.162=3.3$ according to (8), or by 2.9 with the sum over sites. Lowering the hop barrier plus adatom energy by 0.04 eV multiplies the variance including exchange by 1.26, lowering it by 0.10 eV by 3.4, and a tenfold prefactor by 1.9. Raising that sum by 0.02 eV makes the 10 nm segment meander. The assumption that a real surface breaks most clearly is that of separate straight segments. Real steps are continuous and usually much longer than 10 nm, and diffusion along their edges is omitted here. It smooths the steps if atoms pass kinks freely, but an extra barrier at kinks can make it destabilize them. While segments remain straight, doubling $L$ halves the variance. Beyond the meander wavelength (9) no longer applies, and the fluctuations require a model with two surface dimensions. The value 0.16 nm is therefore the model's prediction for a 10 nm segment, not a measured width fluctuation of copper. The remaining values are in the numerical output.

## Calculated quantities

```
TESTS
largest relative error of ring covariance: 5.8e-15
test flux 0.7 layers/s, test D 0.3 nm^2/s, time 10.0 s
  variance from uniform start, b = +0.3: 2.281 nm^2
  variance from uniform start, b = +0.0: 12 nm^2
  variance from uniform start, b = -0.3: 2558 nm^2
deposition simulation: 400 rings of 8 terraces, 100 atoms per terrace and layer
  simulated variance / mean width^2: 0.01635
  predicted variance / mean width^2: 0.01640
  simulated neighbour correlation: -0.1405
  predicted neighbour correlation: -0.1429
EXAMPLE INPUTS (rough values, vicinal Cu(001))
temperature: 365 K, kT: 0.03145 eV
atomic spacing: 0.2556 nm, site area: 0.06533 nm^2
terrace width l: 2.1726 nm, segment length L: 10.0 nm
flux F: 0.010 layers/s, attempt rate: 1e+12 1/s
hop barrier: 0.40 eV, adatom energy: 0.55 eV
kink energy: 0.13 eV, edge barrier: 0.10 eV
step repulsion coefficient: 1e-03 eV nm
EXAMPLE RESULTS
adatom diffusivity: 1.959e+05 nm^2/s
equilibrium adatom coverage: 2.546e-08
edge length d: 5.887 nm, asymmetry b: 0.5335
step diffusivity D: 7.097e-05 nm^2/s
width variance 2D/(bF): 0.02660 nm^2
standard deviation: 0.1631 nm, relative to l: 0.0751
value of 2bFt at 90% of stationary variance: 16.172
edge barrier (eV), b, std (nm), std/l, layers to 90%, exchange share
  0.10  0.5335  0.1631  0.075  15.2  0.114
  0.06  0.1624  0.2957  0.136  49.8  0.252
  0.04  0.0538  0.5136  0.236  150.3  0.325
  0.02  0.0090  1.2587  0.579  902.5  0.383
std = l/3 at b: 0.0271, edge barrier: 0.0309 eV
NEGLECTED EFFECTS
exchange variance / main variance: 0.114
repulsion / growth damping, zigzag mode: 5.19e-04
adatom meetings per segment terrace and layer: 3.20e-03
relative change of b over one std of width: 0.040
capillary length: 7.97 nm
shortest unstable meander wavelength: 13.54 nm
meander rate at wavelength L: -3.93e-03 1/s
growth damping scale bF: 5.34e-03 1/s
```
